WKB tunnelling through a 5 nm barrier in a two-dimensional channel

**Question**

A transistor with a two-dimensional channel is switched off by a potential barrier between source and drain. Model the barrier as rectangular, with length d = 5 nm along the transport direction x. Its top lies φ = 0.3 eV above the energy that an electron has for motion along x. The effective mass is m = 0.5 m_e, where m_e is the free-electron mass. These are round model parameters.

Assume one parabolic, isotropic band with the same mass inside and outside the barrier, no scattering, and a potential that does not depend on the transverse coordinate y. The potential is equal on the two sides of the barrier.

(a) Derive the WKB estimate of the transmission probability T, and say where the approximation enters.

(b) Evaluate it.

(c) Find the transmission by matching wave functions at the edges, and decide how far the WKB value can be trusted.

(d) How sensitive is the estimate to d, φ and m?

(e) Source electrons at 300 K can also pass over the barrier. Take the barrier top to be 0.3 eV above the band bottom in the source. Below what length does tunnelling from the band bottom outweigh thermal passage, judged by exponential factors? What changes when the flux is summed over energy?

**Answer to (a)**

Because the potential does not depend on y, the transverse momentum is conserved. With the same mass everywhere, the transverse kinetic energy is the same inside and outside and drops out. What remains is a one-dimensional problem with longitudinal energy E, measured from the band bottom outside. The barrier potential is V = E + φ, so inside the barrier

−(ħ²/2m) ψ'' + (E + φ) ψ = E ψ.

Cancelling Eψ and multiplying by −2m/ħ² gives

ψ'' = κ² ψ,  κ = √(2mφ)/ħ.

Write ψ = exp(S). Then ψ' = S'ψ and ψ'' = (S'' + S'²)ψ, so

S'² + S'' = κ².

The leading WKB step drops S'', which is justified when κ changes little over a distance 1/κ, that is, when |dκ/dx| ≪ κ². Then S' = ±κ, and the wave that decays towards the drain has S' = −κ. Its probability density falls across the barrier by the factor

|ψ(d)|²/|ψ(0)|² = exp(−2 ∫₀ᵈ κ dx) = exp(−2κd).

The factor 2 comes from squaring the amplitude. Taking this ratio as the transmission gives

T_WKB = exp(−2κd).

For a flat barrier top κ is constant, so S = −κx has S'' = 0 and nothing was lost by dropping that term. The exponential is an exact solution inside the barrier. The approximation lies at the edges, where the potential jumps and the condition of slow variation fails. The estimate ignores reflection there, and it ignores the growing solution exp(+κx), which the far edge also requires.

**Answer to (b)**

With the mass in units of m_e and the energy in eV, the physical constants combine into one number:

κ = C √((m/m_e)(φ/eV)),  C = √(2 m_e · 1 eV)/ħ = 5.123 nm⁻¹.

The data give

κ = 5.123 nm⁻¹ × √(0.5 × 0.3) = 5.123 nm⁻¹ × 0.3873 = 1.984 nm⁻¹.

The amplitude therefore falls by a factor e in 1/κ = 0.504 nm, and the barrier is about ten such lengths thick:

κd = 9.921,  2κd = 19.842.

Hence

T_WKB = exp(−19.842) = 2.4 × 10⁻⁹,

or about 2 × 10⁻⁹ to one figure.

This value requires that 0.3 eV be measured from the electron's longitudinal energy. If it were measured from the band bottom outside, an electron with longitudinal energy E would see the smaller height 0.3 eV − E, and its T_WKB would be larger.

**Answer to (c)**

Let k = √(2mE)/ħ be the wave number outside. The wave function is

x < 0: ψ = A exp(ikx) + B exp(−ikx),
x > d: ψ = F exp[ik(x − d)].

The mass is the same on both sides of each edge, so ψ and ψ' are both continuous. At x = d this requires ψ = F and ψ' = ikF. The solution of ψ'' = κ²ψ with these values is

ψ(x) = F { cosh[κ(d − x)] − i(k/κ) sinh[κ(d − x)] }.

At x = d the bracket equals 1, and its derivative there is +ik, as required. Now write c = cosh(κd) and s = sinh(κd). At the entrance edge

ψ(0) = F [c − i(k/κ)s],
ψ'(0) = F [−κs + ikc].

Continuity at x = 0 gives A + B = ψ(0) and ik(A − B) = ψ'(0). Dividing the second equation by ik and adding the first eliminates B:

A = ½ [ψ(0) + ψ'(0)/(ik)].

Since −κs/(ik) = +i(κ/k)s,

A/F = c + (i/2)(κ/k − k/κ) s.

The wave number and mass are equal on the two sides, so the ratio of transmitted to incident flux is T = |F/A|². Using c² = 1 + s²,

1/T = 1 + s² [1 + ¼(κ/k − k/κ)²].

The square bracket equals ¼(κ/k + k/κ)², because the two squares differ by 4. Therefore

1/T = 1 + [(k² + κ²)²/(4k²κ²)] sinh²(κd).

For κd ≫ 1, sinh²(κd) ≈ exp(2κd)/4. The second term is then huge, and the 1 can be dropped. Since k² is proportional to E and κ² to φ, with the same constant,

T ≈ P exp(−2κd),  P = 16Eφ/(E + φ)².

The WKB exponent is confirmed, and the edges supply the prefactor P. With φ held at 0.3 eV, an electron with E = 0.05 eV has

P = 16 × 0.05 × 0.3/(0.35)² = 1.96,

so T = 1.96 × 2.414 × 10⁻⁹ = 4.7 × 10⁻⁹. The same formula gives:

E = 0.01 eV: P = 0.50, T = 1.2 × 10⁻⁹
E = 0.30 eV: P = 4.00, T = 9.7 × 10⁻⁹

Direct numerical integration of the Schrödinger equation through the barrier agrees with the matching formula at these three energies to better than one part in a million. It also agrees for a barrier only 0.3 nm long, where the thick-barrier form cannot be used; see the numerical output for the transmission values at 5 nm.

The prefactor has an upper bound. From (E + φ)² − 4Eφ = (E − φ)² ≥ 0 it follows that 4Eφ/(E + φ)² ≤ 1, so P ≤ 4, with equality at E = φ. To find where the WKB value is right as it stands, set P = 1 and r = E/φ:

16r = (1 + r)²,  r² − 14r + 1 = 0,  r = 7 ± 4√3.

Here this means E = 0.0215 eV or E = 4.18 eV. The second root belongs to the mathematics of the model; one parabolic band should not be trusted so far from its bottom. Between the roots, WKB underestimates T, by at most a factor of 4. Below the lower root it overestimates T, and the ratio T_WKB/T = 1/P grows without limit as E → 0, because P then tends to zero.

So T_WKB = 2 × 10⁻⁹ is a sound order of magnitude for an electron with a few hundredths to a few tenths of an eV of kinetic energy. Even its first digit should not be taken literally, because the prefactor, which depends on E and on the shape of the edges, is missing from it.

**Answer to (d)**

Take the logarithm:

ln T_WKB = −2κd,  with κ proportional to √(mφ).

A small relative change in d changes ln T_WKB by −2κd times that relative change. For φ or m the square root halves the effect, leaving −κd. With κd = 9.9, making d longer by 1 % lowers T_WKB by about 18 %, while raising φ or m by 1 % lowers it by about 9 %.

Large changes need the full exponential. One additional nanometre gives

exp(−2 × 1.984) = 1/52.9,

so each nanometre removed from the barrier raises T_WKB about fiftyfold.

For a lighter mass of 0.1 m_e at the same d and φ, the exponent becomes

19.842 × √(0.1/0.5) = 8.874,

and T_WKB = 1.4 × 10⁻⁴. A fivefold lighter mass has raised the transmission by a factor of nearly 60,000. Within this model, at fixed d and φ, a heavier transport mass makes the barrier much more opaque.

**Answer to (e)**

From here on the barrier top is fixed at φ = 0.3 eV above the band bottom in the source, and κ keeps its value of 1.984 nm⁻¹ for an electron at that bottom. An electron with longitudinal energy ε sees the remaining height φ − ε, so its decay constant is κ√(1 − ε/φ). The Boltzmann factor times the WKB factor is exp[−h(ε)], with

h(ε) = ε/(k_B T₀) + 2κd √(1 − ε/φ),  0 ≤ ε ≤ φ,

where T₀ = 300 K is the temperature and k_B T₀ = 0.02585 eV.

The first term is linear in ε. The second has the second derivative −(κd/2φ²)(1 − ε/φ)^(−3/2), which is negative. So h is concave, and its smallest value lies at an end of the interval. The largest weight therefore belongs either to the band bottom or to the barrier top:

h(0) = 2κd,  h(φ) = φ/(k_B T₀) = 11.605.

At d = 5 nm the two weights are 2.4 × 10⁻⁹ for tunnelling from the bottom and exp(−11.605) = 9.1 × 10⁻⁶ for reaching the top. The thermal weight is larger by a factor of about 3800. The two are equal when 2κd* = φ/(k_B T₀), which gives

d* = φ/(2κ k_B T₀) = ħ √(φ/2m)/(2 k_B T₀).

The last form uses κ = √(2mφ)/ħ. Numerically,

d* = 11.605/(2 × 1.984 nm⁻¹) = 2.92 nm.

Below about 2.9 nm, tunnelling from the band bottom has the larger exponential factor. This compares exponentials only: by part (c) the prefactor vanishes at the band bottom itself, so the electrons that carry the tunnelling flux lie above it. Since d* varies as 1/√m, a mass of 0.1 m_e would move it to 2.92 nm × √5 = 6.5 nm. A 5 nm barrier would then already be on the tunnelling side, in agreement with the weights 1.4 × 10⁻⁴ and 9.1 × 10⁻⁶.

To sum over energy, note that in one dimension the velocity and the density of states are inversely proportional. Their product is constant, so the flux leaving the source per unit longitudinal energy is proportional to the occupation. For Boltzmann occupation, the sum over transverse momentum gives a common factor that cancels in a ratio. With unit transmission above the top, the over-barrier flux is proportional to

∫_φ^∞ exp(−ε/k_B T₀) dε = k_B T₀ exp(−φ/k_B T₀).

Dividing the tunnelling flux by this gives

R = (1/k_B T₀) ∫₀^φ exp[(φ − ε)/(k_B T₀) − 2κd √(1 − ε/φ)] dε.

Numerical integration of this WKB estimate yields:

d = 2 nm: R = 63
d = 3 nm: R = 2.0
d = 5 nm: R = 0.076

At 3 nm, slightly above d*, tunnelling still carries the larger flux. One reason is the width of the contributing energy range. Near the band bottom h rises with slope 1/(k_B T₀) − κd/φ, which is smaller than the slope 1/(k_B T₀) that governs electrons above the top. The range is wider by the factor 1/(1 − 5.95/11.6) ≈ 2, where 5.95 is κd at 3 nm. The equality of exponential factors thus locates the crossover only roughly.

At 5 nm, R is far larger than the ratio 1/3800 of the two end weights. In this WKB estimate the difference comes mainly from electrons just below the top. Put u = √(1 − ε/φ), so that dε = −2φu du. For small u the Boltzmann term, proportional to u², can be neglected beside the term linear in u. The upper limit may then be moved to infinity, and

R ≈ (2φ/k_B T₀) ∫₀^∞ u exp(−2κd u) du = (2φ/k_B T₀)/(2κd)² = 23.21/393.7 = 0.059.

This accounts for most of the 0.076. These electrons have u near 1/(2κd), so their own WKB exponent is of order one. The barrier is not thick for them, and WKB is poor there: at 5 nm and a WKB exponent of one it gives a transmission of 0.37, while matching at the edges gives 0.036. Unit transmission above the top is also too large, because the edges reflect those electrons too.

With the exact transmission of the rectangular barrier at every energy, R becomes about 320 at 2 nm, 12 at 3 nm and 0.09 at 5 nm, and the two fluxes are equal near 3.8 nm. The WKB value at 5 nm comes close only because the overestimates of the two fluxes largely cancel. What survives is the ordering: tunnelling carries the larger flux at 3 nm and the smaller one at 5 nm.

The comparison covers flux emitted by the source over a fixed rectangular barrier. A real device adds return flux from the drain, a barrier whose height and shape change with gate and drain voltage, and possibly tunnelling between bands. Boltzmann occupation also requires the Fermi level to lie several k_B T₀ below the band bottom in the source. A heavily doped source can violate this, and the states near the bottom then hold fewer electrons, relative to those near the barrier top, than assumed here. The lengths found here are therefore estimates for this barrier, not a universal limit on channel length.

Calculated quantities

```
effective mass = 0.5 m_e
barrier above electron energy phi = 0.3 eV
barrier length d = 5.0 nm
constant C in kappa = C sqrt(m phi): 5.1232 1/nm
kappa = 1.9842 1/nm
decay length 1/kappa = 0.5040 nm
kappa d = 9.921 (no unit)
exponent 2 kappa d = 19.842 (no unit)
T_WKB = 2.414e-09 (no unit)
E = 0.01 eV: integrated T = 1.206e-09, T/T_WKB = 0.499
E = 0.05 eV: integrated T = 4.730e-09, T/T_WKB = 1.959
E = 0.3 eV: integrated T = 9.656e-09, T/T_WKB = 4.000
largest T/T_WKB in scan = 4.000 (no unit)
T equals T_WKB at E = 0.0215 eV and 4.178 eV
T falls per extra nm by a factor 52.90
lighter mass = 0.1 m_e: exponent = 8.874, T_WKB = 1.400e-04
temperature = 300 K, k_B T = 0.02585 eV
phi/(k_B T) = 11.605 (no unit)
Boltzmann factor exp(-phi/k_B T) = 9.125e-06
length of equal factors d* = 2.924 nm
d = 2.0 nm: tunnelling/over-barrier flux = 62.9
d = 3.0 nm: tunnelling/over-barrier flux = 1.99
d = 5.0 nm: tunnelling/over-barrier flux = 0.0763
```
